# Gilbert damping of a disordered ferromagnet by Chebyshev expansion and random vectors

## Result

Let $\mathbf m$ be the unit vector along the spin of a metallic ferromagnet, with equilibrium direction $z$. For independent electrons and slow, uniform motion of $\mathbf m$, the electronic Gilbert damping is

$$\alpha=\frac{\pi}{sN}\,\mathrm{Tr}\left[A\,\delta_\eta(E_F-H)\,A\,\delta_\eta(E_F-H)\right].\tag{1}$$

Here $N$ is the number of sites, $s$ the spin per site in units of $\hbar$, $A$ the spin-orbit torque operator (an energy), and $\delta_\eta$ a normalized Gaussian of standard deviation $\eta$. Write $\delta_\eta=g^2$, where $g$ is also a Gaussian, of width $\sqrt2\,\eta$. Cyclic permutation under the trace gives

$$\mathrm{Tr}[A g^2 A g^2]=\mathrm{Tr}\,B^2,\qquad B=gAg .\tag{2}$$

If $r$ is a vector of independent random phases, the average of $|Br|^2$ is this trace. Each factor $g$ is applied as a Chebyshev series in $H$, so the method needs products of a sparse matrix with vectors and no eigenstates.

## Two states by hand

Take two sites joined by a hopping $b$, with a probe of strength $\kappa$ on the first site:

$$H=bX,\quad X=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad A=\kappa\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

This is a model of the trace, not of a magnet. The eigenvalues are $\pm b$, with eigenvectors $(1,\pm1)/\sqrt2$. Every matrix element of $A$ between them is $\kappa/2$. With $\delta_\pm=\delta_\eta(E_F\mp b)$, the definition gives

$$\mathrm{Tr}[A\delta_\eta A\delta_\eta]=\frac{\kappa^2}{4}(\delta_++\delta_-)^2 .\tag{3}$$

**Chebyshev series.** Choose $a>b$ and set $x=b/a$. The polynomials obey $T_0=1$, $T_1(x)=x$ and $T_{n+1}=2xT_n-T_{n-1}$, so $T_n$ is even or odd with $n$. Since $X^2=1$, $T_n(H/a)$ equals $T_n(x)$ for even $n$ and $T_n(x)X$ for odd $n$. If $g(E)=\sum_n c_nT_n(E/a)$, then

$$g(H)=g_0+g_1X,\quad g_0=\sum_{n\ \rm even}c_nT_n(x),\quad g_1=\sum_{n\ \rm odd}c_nT_n(x).$$

Thus $g_0\pm g_1=g(\pm b)$: the series has found the function at both eigenvalues without our using them.

**Random vector.** The first column of $g$ is $v=(g_0,g_1)^T$, so $B=\kappa vv^T$. For $r=(e^{i\phi_1},e^{i\phi_2})$ and $\phi=\phi_2-\phi_1$,

$$|Br|^2=\kappa^2|v|^2|v^Tr|^2=\kappa^2(g_0^2+g_1^2)(g_0^2+g_1^2+2g_0g_1\cos\phi).$$

The cosine averages to zero, leaving $\kappa^2(g_0^2+g_1^2)^2$. Because $g_0^2+g_1^2=[g(b)^2+g(-b)^2]/2=(\delta_++\delta_-)/2$, this is Eq. (3). The noise comes from the off-diagonal element of $B^2$, which is $\kappa^2(g_0^2+g_1^2)g_0g_1$.

## The general algorithm

**Scaling and recursion.** Choose $a$ so that all eigenvalues of $H$ lie inside $[-a,a]$. A sum of the norms of the terms in $H$ supplies such a bound. For a starting vector $r$, set $r_0=r$, $r_1=(H/a)r$ and

$$r_{n+1}=\frac{2}{a}Hr_n-r_{n-1},\qquad g(H)r\approx\sum_{n=0}^{M}c_nr_n .$$

Apply $g$, then $A$, then $g$ again, and take the squared norm.

**How many terms.** With $E=a\cos\theta$, orthogonality of the cosines gives, for $n\ge1$,

$$c_n=\frac2\pi\int_0^\pi g(a\cos\theta)\cos n\theta\,d\theta .$$

The peak lies at $\cos\theta_0=E_F/a$. Put $\theta=\theta_0+\varphi$; near the peak $a\cos\theta-E_F\approx-a\varphi\sin\theta_0$. Since $g\propto e^{-(E-E_F)^2/4\eta^2}$, it becomes a Gaussian in $\varphi$ of width

$$\omega=\frac{\sqrt2\,\eta}{a\sin\theta_0}.$$

The odd part of $\cos n(\theta_0+\varphi)$ integrates to zero, and the even part gives

$$c_n\approx\frac2\pi\sqrt{2\pi}\,\omega\,g(E_F)\,e^{-n^2\omega^2/2}\cos n\theta_0 .$$

Requiring the exponential to fall to a tolerance $\epsilon$ at $n=M$ yields

$$M=\frac1\omega\sqrt{2\ln(1/\epsilon)} .\tag{4}$$

This holds for a narrow peak away from the ends of the interval. The order grows as $a/\eta$: finer energy resolution costs proportionally more products.

**How much noise.** Let $K=B^2$. Then $|Br|^2=\sum_{ij}r_i^*K_{ij}r_j$. The diagonal terms add up to $\mathrm{Tr}K$ for every $r$, because $|r_i|=1$. The remainder has zero mean. In its square, the phases of $r_i^*r_jr_k^*r_l$ with $i\ne j$ and $k\ne l$ cancel when $k=j$ and $l=i$, so

$$\mathrm{Var}\,|Br|^2=\sum_{i\ne j}|K_{ij}|^2 .\tag{5}$$

Averaging over $R$ vectors divides the variance by $R$. For a large disordered sample at fixed $\eta$, both $\mathrm{Tr}K$ and the sum in (5) are extensive, so the relative error falls as $1/\sqrt{RN}$.

One could instead average the real part of $r^\dagger Cr$ with $C=A\delta_\eta A\delta_\eta$. Its variance is the off-diagonal sum for $C_h=(C+C^\dagger)/2$. Including diagonals,

$$\mathrm{Tr}\,C_h^2=\tfrac12\left(\mathrm{Tr}\,C^\dagger C+\mathrm{Re}\,\mathrm{Tr}\,C^2\right)\ge\mathrm{Tr}\,C^2=\mathrm{Tr}\,B^4,$$

by the Cauchy–Schwarz inequality and cyclic permutation. This favours the symmetric form but does not settle the comparison, since the diagonals must still be subtracted. In the two-state example the two estimators have equal noise.

## Why the trace is a damping

For total spin $S=\hbar sN$ and magnetic energy $E(\mathbf m)$, Gilbert's equation is

$$S\dot{\mathbf m}=-\mathbf m\times\mathbf F,\qquad \mathbf F=\frac{\partial E}{\partial\mathbf m}+\alpha S\dot{\mathbf m}.$$

The scalar product with $\mathbf F$ vanishes on the right. Hence $\dot{\mathbf m}\cdot\partial E/\partial\mathbf m=-\alpha S|\dot{\mathbf m}|^2$, and the dissipated power is $P=\alpha\hbar sN|\dot{\mathbf m}|^2$.

Now compute the same power from the electrons. Let

$$H=H_0+H_{ex}+H_{so},\quad H_{ex}=-\frac\Delta2\,\mathbf m\cdot\boldsymbol\sigma,\quad H_{so}=\frac\xi2\,\mathbf L\cdot\boldsymbol\sigma,$$

where $H_0$ contains spin-independent hopping and disorder. A small tilt $u$ towards $x$ adds $uA_{ex}$ with $A_{ex}=-(\Delta/2)\sigma_x$. For $u=u_0\cos\Omega t$, the golden rule gives the net absorbed power

$$P=\sum_{if}\hbar\Omega(f_i-f_f)\frac{2\pi}{\hbar}\frac{u_0^2}{4}|(A_{ex})_{fi}|^2\delta(E_f-E_i-\hbar\Omega).$$

At zero temperature and low frequency $f_i-f_f\to\hbar\Omega\,\delta(E_F-E_i)$. Therefore

$$P=\frac\pi2\hbar\Omega^2u_0^2\,\mathrm{Tr}[A_{ex}\delta A_{ex}\delta]=\pi\hbar\,\overline{\dot u^2}\,\mathrm{Tr}[A_{ex}\delta A_{ex}\delta],$$

because $\overline{\dot u^2}=\Omega^2u_0^2/2$. Equating the two powers gives (1) with $A_{ex}$ in place of $A$. On average over disorder, the fourfold symmetry of a cubic lattice about $z$ makes tilts towards $x$ and $y$ equivalent.

The order of limits matters. An isolated finite sample has discrete levels and absorbs nothing at sufficiently low frequency away from a resonance. The damping is the limit of large $N$ first and small $\eta$ afterwards, so in a calculation $\eta$ must exceed the level spacing.

**From exchange torque to spin-orbit torque.** From $[\sigma_y,\sigma_z]=2i\sigma_x$ one finds $A_{ex}=-\frac i2[\sigma_y,H_{ex}]$. Insert $H_{ex}=H-H_0-H_{so}$ and use $[\sigma_y,H_0]=0$:

$$A_{ex}=A-\frac i2[\sigma_y,H],\qquad A=\frac i2[\sigma_y,H_{so}]=\frac\xi2(L_x\sigma_z-L_z\sigma_x).\tag{6}$$

Between eigenstates the last commutator is proportional to $E_i-E_f$. The two torques therefore agree between states of equal energy, and the damping may be computed with $A$.

At finite broadening the choice matters. Without spin-orbit coupling the damping of this model must vanish, yet $\sigma_x$ still connects the two spin partners of each orbital state, a distance $\Delta$ apart. If $\delta_\eta$ is replaced by a Lorentzian of half-width $\eta\ll\Delta$, one partner can sit at $E_F$ while the tail of the other is about $\eta/(\pi\Delta^2)$. Counting both orders of the pair, the trace is about

$$2\left(\frac\Delta2\right)^2\frac{\eta}{\pi\Delta^2}ND=\frac{\eta ND}{2\pi},$$

with $D$ the density of states per site at $E_F$, both spins included. Equation (1) then returns a false damping $\eta D/(2s)$. With Gaussians the overlap is suppressed by at least $e^{-\Delta^2/4\eta^2}$; with $A$, which is zero at $\xi=0$, it is absent.

## A small lattice, diagonalized

The model has orbitals $yz$, $zx$, $xy$ on a periodic simple cubic lattice. Each orbital hops by 0.30 eV along the two axes of its plane and by $-0.05$ eV along the third. In this basis $(L_a)_{bc}=i\epsilon_{abc}$. Half the sites, chosen at random, have energy $+0.5$ eV and half $-0.5$ eV. The other parameters are $\Delta=1.2$ eV, $\xi=0.07$ eV, $E_F=0.8$ eV and $\eta=0.05$ eV.

**The absorption formula.** Apply a pulse $u=u_0e^{-t^2/2\tau^2}$. Its Fourier integral is $\sqrt{2\pi}\,\tau u_0e^{-\Omega^2\tau^2/2}$, so first-order perturbation theory gives the absorbed energy

$$W=\frac{\pi\tau^2u_0^2}{\hbar^2}\sum_{if}(f_i-f_f)(E_f-E_i)|(A_{ex})_{fi}|^2e^{-(E_f-E_i)^2\tau^2/\hbar^2}.$$

On a $2\times2\times2$ lattice, with $\tau=2.19$ fs, $u_0=0.004$ and Fermi occupations of thermal energy $\hbar/\tau$, this sum is $1.4255\times10^{-7}$ eV. Stepwise integration of the Schrödinger equation with the rotating exchange field gives $1.4254\times10^{-7}$ eV.

To reach the damping, divide $W$ by $\hbar sN\int\dot u^2dt=\hbar sN\sqrt\pi\,u_0^2/(2\tau)$. For four $4\times4\times4$ samples, a pulse of 11.4 fs and a Fermi smearing of 0.10 eV give a mean $\alpha=0.00625$. The trace, averaged over the same smearing, gives 0.00621. The pulse length was chosen to match the broadening, $\hbar/\tau=\sqrt{4/3}\,\eta$, and the closeness of the two means is partly luck. Single samples differ by up to 12%, and the mean from the pulse moves between 0.0056 and 0.0070 as $\tau$ runs from 5.7 to 46 fs. The comparison supports the step from individual transitions to Eq. (1) at about the ten-percent level.

**The two torques.** At $E_F$, without thermal smearing, the mean over these four samples is 0.0072 with $A$ and 0.0073 with $A_{ex}$. In one sample with $\xi=0$, the Lorentzian and $A_{ex}$ produce a false damping of 0.075, against 0.073 from $\eta D/(2s)$. That is about ten times the mean damping found with spin-orbit coupling present. The Gaussian result is zero to rounding error.

The terms $i=f$ contribute nothing here, for a reason of symmetry. The local operator $\mathrm{diag}(-1,-1,1)\otimes\sigma_z$ commutes with $H$: it reverses $L_x,L_y,\sigma_x,\sigma_y$ and preserves $L_z,\sigma_z$. It reverses the sign of $A$, so $A$ connects states of opposite parity. For a general direction of $\mathbf m$ this protection is lost. In a clean crystal, diagonal terms can then grow as $1/\eta$, since $\int\delta_\eta^2dE=1/(2\sqrt\pi\,\eta)$, and $\eta$ would need a physical meaning as a relaxation rate. In a disordered sample their share also depends on the number of sites, and should be checked as the sample grows.

**Convergence in order.** The norm bound, enlarged by 2%, is $a=2.519$ eV. Then $\cos\theta_0=0.8/2.519=0.318$, $\sin\theta_0=0.948$, and

$$\omega=\frac{\sqrt2\times0.05}{2.519\times0.948}=0.0296.$$

For $\epsilon=10^{-7}$, Eq. (4) gives $M=5.68/0.0296\approx192$. One sample has 384 states, a mean level spacing of 0.011 eV and, from diagonalization, a trace of 0.12741. With the sample's own total spin for $sN$, Eq. (1) gives $\alpha=0.0103$. Applying the series to every basis vector removes random noise and isolates the truncation error:

| Order | Error relative to diagonalization |
|---:|---:|
| 48 | $1.9\times10^{-1}$ |
| 96 | $3.3\times10^{-3}$ |
| 144 | $1.9\times10^{-5}$ |
| 192 | $1.4\times10^{-8}$ |

The rapid fall is the Gaussian decay of the coefficients. It shows convergence to the trace at fixed $\eta$, not to the damping of an infinite sample.

**Convergence in vectors.** For the same sample, Eq. (5) predicts a one-vector standard deviation of 36% of the trace; 128 vectors show 37%. The unsymmetrized estimator has a predicted 56%, so it would need $(56.2/36.2)^2\approx2.4$ times as many vectors for equal error. The expected error of the 128-vector mean is $36.2\%/\sqrt{128}=3.2\%$. The actual error, 0.07%, is smaller than one should count on.

## A larger lattice and a real alloy

On $8\times8\times8$ lattices, with 3072 states and eight vectors per sample, four samples give $\alpha=0.0061$, 0.0051, 0.0064 and 0.0055. The mean is $0.0057\pm0.0003$ (standard error). The spin, obtained from a Chebyshev series for a smoothed Fermi step, is $s=0.62$. Scaling the small-lattice noise by $1/\sqrt{RN}$ suggests $36\%/\sqrt{8\times8}\approx4.5\%$ per sample from the vectors. The observed spread is about 10%, so differences between samples probably matter as well. The $4\times4\times4$ mean was 0.0072, but one of those four samples alone gives 0.0103. Scatter among so few small samples accounts for the difference: fifty $4\times4\times4$ samples average $0.0058\pm0.0003$. This does not show convergence in lattice size. By diagonalization, eight $6\times6\times6$ samples give $0.0050\pm0.0002$ and six $8\times8\times8$ samples give $0.0060\pm0.0002$, so the value still shifts by about 0.001 with the cell, more than the standard error quoted above.

Three changes were made on the first two samples, with the same site energies, random vectors and $E_F$. The reference is $\alpha=0.0056$.

- Halving $\xi$ gives 0.0014. The exponent $\log_2(0.005585/0.001385)=2.01$ agrees with $A\propto\xi$ and hence $\alpha\propto\xi^2$ at leading order.
- Halving $\eta$ gives 0.0061, a rise of 9%. The rise is not vector noise: diagonalization of the same two samples gives 0.0054, 0.0057, 0.0059 and 0.0061 for $\eta=0.10$, 0.05, 0.035 and 0.025 eV. The value is not converged in $\eta$, and no accuracy better than about ten percent can be claimed for the small-$\eta$ limit.
- Tilting every local exchange field by a polar angle of cosine 0.95, with random azimuth, gives 0.0047, a fall of 16%. Equation (1) still applies with $A$, because all the fields are rotated rigidly together. The random tilts do, however, break the local symmetry that removed the terms $i=f$, and the share of these terms was not separated here.

The hopping, exchange and spin-orbit energies are rough values in the regime of a nickel–iron alloy such as permalloy, whose damping is roughly 0.01 or somewhat less. The model's value is of that size, but this is no validation: $s$, $p$ and $e_g$ states are absent, and the disorder is not that of permalloy. Here the two kinds of site are equally common and their energies differ by the same amount for both spins. In permalloy nickel prevails, and majority-spin electrons see only a small difference between the two kinds of atom. Its moment of $2s=1.25$ Bohr magnetons per atom is also somewhat above the rough value of 1 for permalloy. Devices at room temperature break the assumption of a rigid, aligned exchange field. The tilt used above is a rough guess for 300 K. It lowers the damping by about a sixth in the two samples tried, which are too few to fix the size of the effect. Fermi smearing at 300 K changes the mean $\alpha$ of the four small samples by only 0.2%, but $\eta$ already exceeds the thermal energy there and may hide part of the effect. Phonons, moving magnons and spin flow into adjacent metal layers are omitted, and their effect is not estimated here.

Eddy currents add to the electronic damping. When the magnetization turns in the plane of a film of thickness $d$, Faraday's law gives an electric field $\mu_0M_s\dot m\,z$ at height $z$ above the midplane, where it vanishes because no net current flows. The average of $z^2$ is $d^2/12$, so the heat per volume is $\sigma_c\mu_0^2M_s^2\dot m^2d^2/12$, with $\sigma_c$ the conductivity. Setting it equal to $\alpha_{eddy}M_s\dot m^2/\gamma$ yields

$$\alpha_{eddy}=\frac{\gamma\sigma_c\mu_0^2M_sd^2}{12}.$$

A cubic cell of edge 0.225 nm per atom gives $M_s=1.0\times10^6$ A/m. With $\gamma=2\mu_B/\hbar$, a rough permalloy value $\sigma_c=4\times10^6$ S/m (not computed from the model) and $d=10$ nm, the result is $9\times10^{-6}$, or 0.2% of the electronic value. As long as the motion stays uniform through the thickness, it grows as $d^2$. If that still held in a much thicker film, at these parameters it would equal the electronic part at $d\approx10\sqrt{0.0057/9.4\times10^{-6}}\approx250$ nm.
